# Surface temperature of a solid heated by a triangular pulse: test program

```python
# Result under test: a half-space with constant properties, heated by a symmetric
# triangular surface flux (start 0, peak q0 at tp, end 2 tp), has its single
# surface-temperature maximum at 4 tp/3, with rise 8 q0 sqrt(tp)/(3 sqrt(3 pi) e).
# k: conductivity, C: heat capacity per volume, D = k/C, e = sqrt(k C).
# Scaled variables: time in tp, depth in sqrt(D tp), rise in q0 sqrt(tp)/e,
# flux in q0. In these units the heat equation has unit coefficients.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import erfcx


def flux(time):
    return max(0.0, 1.0 - abs(time - 1.0))


def rise_formula(time):
    def ramp(delay):
        return np.maximum(np.asarray(time) - delay, 0.0) ** 1.5
    return 4 / (3 * np.sqrt(np.pi)) * (ramp(0) - 2 * ramp(1) + ramp(2))


def rise_integral(time, optical_depth=0.0):
    """Memory integral over the age of the heat, age = root_age**2."""
    def integrand(root_age):
        if optical_depth > 0:
            ratio = root_age / optical_depth
            weight = 2 * ratio * erfcx(ratio)
        else:
            weight = 2 / np.sqrt(np.pi)
        return weight * flux(time - root_age**2)
    end = np.sqrt(time)
    cuts = {0.0, end}
    for kink in (1.0, 2.0):
        if time > kink:
            cuts.add(np.sqrt(time - kink))
    if 0 < 5 * optical_depth < end:
        cuts.add(5 * optical_depth)
    cuts = sorted(cuts)
    return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-11)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


def integral_peak(optical_depth=0.0):
    found = minimize_scalar(lambda t: -rise_integral(t, optical_depth),
                            bounds=(1.01, 1.99), method="bounded",
                            options={"xatol": 1e-8})
    return found.x, -found.fun


def solve_heat(thickness=12.0, optical_depth=0.0, k_slope=0.0, c_slope=0.0,
               absorb_slope=0.0, end_time=2.5):
    """Finite volumes, implicit midpoint rule, insulated back face.
    Slopes are relative changes per unit of scaled temperature rise."""
    dx, dt = 0.02, 0.002
    count = int(round(thickness / dx)) + 1
    nodes = dx * np.arange(count)
    edges = np.concatenate(([0.0], (nodes[1:] + nodes[:-1]) / 2, [nodes[-1]]))
    volume = np.diff(edges)
    if optical_depth > 0:
        deposit = -np.diff(np.exp(-edges / optical_depth))
    else:
        deposit = np.zeros(count)
        deposit[0] = 1.0
    nonlinear = any((k_slope, c_slope, absorb_slope))
    steps = int(round(end_time / dt))
    old = np.zeros(count)
    surface = np.zeros(steps + 1)
    bands = np.zeros((3, count))
    for step in range(steps):
        middle = old.copy()
        for _ in range(3 if nonlinear else 1):
            storage = 2 * volume * (1 + c_slope * middle) / dt
            link = (1 + k_slope * (middle[1:] + middle[:-1]) / 2) / dx
            power = flux((step + 0.5) * dt) * (1 + absorb_slope * middle[0])
            bands[0, 1:] = -link
            bands[2, :-1] = -link
            bands[1] = storage
            bands[1, :-1] += link
            bands[1, 1:] += link
            middle = solve_banded((1, 1), bands, storage * old + power * deposit)
        old = 2 * middle - old
        surface[step + 1] = old[0]
    return dt * np.arange(steps + 1), surface


def sampled_peak(times, values, stride=5):
    top = int(np.argmax(values))
    left, mid, right = values[top - stride], values[top], values[top + stride]
    bend = left - 2 * mid + right
    width = times[top + stride] - times[top]
    return (times[top] + width * (left - right) / (2 * bend),
            mid - (right - left) ** 2 / (8 * bend))


# ---- Tests of the constant-property result ----
peak_time_formula = 4 / 3
peak_rise_formula = 8 / (3 * np.sqrt(3 * np.pi))

# Heat-equation solver against the closed surface law (grid error about 1e-4).
times, surface = solve_heat()
pde_error = np.max(np.abs(surface - rise_formula(times)))
pde_time, pde_rise = sampled_peak(times, surface)
assert pde_error < 1e-3
assert abs(pde_time - peak_time_formula) < 2e-3
assert abs(pde_rise - peak_rise_formula) < 1e-3

# Quadrature of the memory integral against the closed law and the peak.
for t in (0.4, 1.0, 1.2, 1.7, 2.3, 5.0):
    assert abs(rise_integral(t) - rise_formula(t)) < 1e-8
quad_time, quad_rise = integral_peak()
assert abs(quad_time - peak_time_formula) < 1e-5
assert abs(quad_rise - peak_rise_formula) < 1e-9

# Only one maximum: the integral rises before 4/3 and falls after it.
scan = np.linspace(0.05, 8.0, 160)
changes = np.diff([rise_integral(t) for t in scan])
assert np.all(changes[scan[1:] < peak_time_formula] > 0)
assert np.all(changes[scan[:-1] > peak_time_formula] < 0)

# Thin insulated film: stored heat puts the peak near the end of the pulse.
film = 0.2
film_time, _ = sampled_peak(*solve_heat(thickness=film))
film_time_formula = 2 - film**2 / 3
assert abs(film_time - film_time_formula) < 1e-3

# Equal relative variation of k and C leaves the peak time unchanged.
slope = 0.3
times, surface = solve_heat(k_slope=slope, c_slope=slope)
equal_time, _ = sampled_peak(times, surface)
transformed = surface + slope * surface**2 / 2
assert np.max(np.abs(transformed - rise_formula(times))) < 1e-3
assert abs(equal_time - peak_time_formula) < 2e-3

# Finite optical depth: kernel against the solver with heat deposited in depth.
times, surface = solve_heat(optical_depth=0.3)
for t in (0.7, 1.4, 2.2):
    assert abs(np.interp(t, times, surface) - rise_integral(t, 0.3)) < 1e-3

# ---- Worked example: bulk palladium, rough typical properties ----
k = 0.72              # W/(cm K)
C = 2.9               # J/(cm3 K)
melting = 1830.0      # K, rough
start = 300.0         # K
tp = 20e-9            # s
q0 = 7e6              # W/cm2, absorbed
optical_nm = 10.0     # nm, rough
k_per_K = 4e-4        # relative rise of k per K, rough
c_per_K = 2e-4        # relative rise of C per K, rough
absorb_per_K = 1e-4   # relative rise of absorptance per K, assumed
coupling = 5e11       # W/(cm3 K), electron-lattice, order of magnitude
spot_mm = 1.0         # mm, beam radius

D = k / C
effusivity = np.sqrt(k * C)
length = np.sqrt(D * tp)
unit_rise = q0 * np.sqrt(tp) / effusivity
peak_rise = peak_rise_formula * unit_rise
fluence = q0 * quad(lambda t: flux(t / tp), 0, 2 * tp, points=[tp])[0]
early_part = quad(flux, 0, peak_time_formula, points=[1.0])[0]

# Peak rise once more, directly from the integral in SI units.
k_si, C_si, q_si = k * 1e2, C * 1e6, q0 * 1e4
t_si = 4 * tp / 3
first = quad(lambda s: q_si * s / tp / np.sqrt(t_si - s), 0, tp)[0]
second = quad(lambda s: q_si * (2 - s / tp), tp, t_si,
              weight="alg", wvar=(0, -0.5))[0]
rise_si = (first + second) / np.sqrt(np.pi * k_si * C_si)
assert abs(rise_si / peak_rise - 1) < 1e-6

# Sizes of the neglected effects.
prop_time, prop_rise = sampled_peak(*solve_heat(
    k_slope=k_per_K * unit_rise, c_slope=c_per_K * unit_rise))
abso_time, abso_rise = sampled_peak(*solve_heat(
    absorb_slope=absorb_per_K * unit_rise))
deep_time, deep_rise = integral_peak(optical_nm * 1e-7 / length)
electron_gap = q0 / (optical_nm * 1e-7) / coupling
radiated = constants.Stefan_Boltzmann * (start + peak_rise) ** 4 * 1e-4
sideways = (length / (spot_mm * 0.1)) ** 2
hottest = start + unit_rise * max(peak_rise_formula, prop_rise, abso_rise)
assert hottest < melting

ns = tp * 1e9
print("TESTS (scaled units: time in tp, rise in q0 sqrt(tp)/e)")
print(f"peak time, formula            {peak_time_formula:.5f} tp")
print(f"peak time, memory integral    {quad_time:.5f} tp")
print(f"peak time, heat equation      {pde_time:.5f} tp")
print(f"peak rise, formula            {peak_rise_formula:.5f}")
print(f"peak rise, memory integral    {quad_rise:.5f}")
print(f"peak rise, heat equation      {pde_rise:.5f}")
print(f"largest solver-formula gap    {pde_error:.1e}")
print(f"film thickness                {film:.2f} sqrt(D tp)")
print(f"film peak time, solver        {film_time:.4f} tp")
print(f"film peak time, formula       {film_time_formula:.4f} tp")
print(f"peak time, k and C vary alike {equal_time:.4f} tp")
print("EXAMPLE: palladium, rough properties")
print(f"conductivity k                {k:.2f} W/(cm K)")
print(f"heat capacity C               {C:.2f} J/(cm3 K)")
print(f"diffusivity D                 {D:.4f} cm2/s")
print(f"effusivity e                  {effusivity:.4f} W s^0.5/(cm2 K)")
print(f"flux peak time tp             {ns:.1f} ns")
print(f"absorbed peak flux q0         {q0 / 1e6:.2f} MW/cm2")
print(f"absorbed fluence              {fluence:.3f} J/cm2")
print(f"diffusion length sqrt(D tp)   {length * 1e7:.0f} nm")
print(f"temperature unit q0 sqrt(tp)/e {unit_rise:.1f} K")
print(f"surface peak time             {peak_time_formula * ns:.2f} ns")
print(f"delay after flux peak         {(peak_time_formula - 1) * ns:.2f} ns")
print(f"flux at surface peak          {q0 * flux(4 / 3) / 1e6:.2f} MW/cm2")
print(f"fluence share by then         {early_part:.4f}")
print(f"start temperature             {start:.0f} K")
print(f"rise at tp                    {unit_rise * rise_formula(1):.1f} K")
print(f"rise at 4tp/3                 {peak_rise:.1f} K")
print(f"rise at 2tp                   {unit_rise * rise_formula(2):.1f} K")
print(f"peak temperature              {start + peak_rise:.0f} K")
print(f"melting point (rough)         {melting:.0f} K")
print("NEGLECTED EFFECTS (estimates)")
print(f"slopes of k and C             {k_per_K:.0e}, {c_per_K:.0e} per K")
print(f"k(T), C(T): peak time         {prop_time * ns:.2f} ns")
print(f"k(T), C(T): peak rise         {prop_rise * unit_rise:.1f} K")
print(f"absorptance slope (assumed)   {absorb_per_K:.0e} per K")
print(f"absorptance drift: peak time  {abso_time * ns:.2f} ns")
print(f"absorptance drift: peak rise  {abso_rise * unit_rise:.1f} K")
print(f"optical depth                 {optical_nm:.0f} nm")
print(f"optical depth: peak time      {deep_time * ns:.2f} ns")
print(f"optical depth: peak rise      {deep_rise * unit_rise:.1f} K")
print(f"electron-lattice coupling     {coupling:.0e} W/(cm3 K)")
print(f"electron-lattice gap, at most {electron_gap:.0f} K")
print(f"beam radius                   {spot_mm:.1f} mm")
print(f"(diffusion length/radius)^2   {sideways:.1e}")
print(f"black-body loss at peak       {radiated:.1f} W/cm2")
print(f"black-body loss / q0          {radiated / q0:.1e}")
print("all assertions hold")
```

Running it gives:

```
TESTS (scaled units: time in tp, rise in q0 sqrt(tp)/e)
peak time, formula            1.33333 tp
peak time, memory integral    1.33333 tp
peak time, heat equation      1.33341 tp
peak rise, formula            0.86863
peak rise, memory integral    0.86863
peak rise, heat equation      0.86863
largest solver-formula gap    5.7e-05
film thickness                0.20 sqrt(D tp)
film peak time, solver        1.9867 tp
film peak time, formula       1.9867 tp
peak time, k and C vary alike 1.3334 tp
EXAMPLE: palladium, rough properties
conductivity k                0.72 W/(cm K)
heat capacity C               2.90 J/(cm3 K)
diffusivity D                 0.2483 cm2/s
effusivity e                  1.4450 W s^0.5/(cm2 K)
flux peak time tp             20.0 ns
absorbed peak flux q0         7.00 MW/cm2
absorbed fluence              0.140 J/cm2
diffusion length sqrt(D tp)   705 nm
temperature unit q0 sqrt(tp)/e 685.1 K
surface peak time             26.67 ns
delay after flux peak         6.67 ns
flux at surface peak          4.67 MW/cm2
fluence share by then         0.7778
start temperature             300 K
rise at tp                    515.4 K
rise at 4tp/3                 595.1 K
rise at 2tp                   426.9 K
peak temperature              895 K
melting point (rough)         1830 K
NEGLECTED EFFECTS (estimates)
slopes of k and C             4e-04, 2e-04 per K
k(T), C(T): peak time         26.64 ns
k(T), C(T): peak rise         547.3 K
absorptance slope (assumed)   1e-04 per K
absorptance drift: peak time  26.80 ns
absorptance drift: peak rise  624.3 K
optical depth                 10 nm
optical depth: peak time      26.86 ns
optical depth: peak rise      588.7 K
electron-lattice coupling     5e+11 W/(cm3 K)
electron-lattice gap, at most 14 K
beam radius                   1.0 mm
(diffusion length/radius)^2   5.0e-07
black-body loss at peak       3.6 W/cm2
black-body loss / q0          5.2e-07
all assertions hold
```
